# Why triisobutylaluminium loses alkene more readily than triethylaluminium

## Question

On heating, a trialkylaluminium can pass a hydrogen atom from one of its alkyl groups to the metal and release an alkene. Triisobutylaluminium does this more readily than triethylaluminium. Two reasons offer themselves: the hydrogen that moves comes from a weaker, tertiary C–H bond, and the alkene formed, isobutene, is more stable than ethene. How much does each contribute, and are they two separate reasons at all?

## The mechanism

The carbon bonded to aluminium is called alpha and the next one beta. Beta-hydride elimination is

$$
\mathrm{R_2Al{-}CH_2{-}CHX_2 \;\rightarrow\; R_2Al{-}H + CH_2{=}CX_2},
$$

with X = H for ethyl and X = CH₃ for isobutyl. Three-coordinate aluminium has an empty orbital. The alkyl group bends round until its beta hydrogen reaches that orbital, and aluminium, the two carbons and the hydrogen form a flat four-membered ring. In this ring the Al–C and C–H bonds weaken while the Al–H bond and the pi bond of the alkene grow.

In an ethyl group the beta carbon carries three hydrogens, and its C–H bonds are primary. In an isobutyl group it carries two methyl groups and one hydrogen, and that C–H bond is tertiary. Breaking the tertiary bond costs less. The usual explanation is that the methyl groups stabilise the carbon centre left behind: in an orbital picture, electrons in their bonds spread into the half-empty orbital on that carbon. Relief of crowding around the carbon may also contribute.

The same two methyl groups sit on the double bond of isobutene and stabilise it too. The weak bond and the stable alkene therefore have a common origin, and an energy balance is needed to see how far they overlap.

## The formula for the energy

All energies below are electronic energies of molecules with fixed nuclei, without zero-point or thermal contributions. The symbol $\delta$ means the isobutyl value minus the ethyl value, so a negative $\delta$ in a reaction energy favours isobutyl.

**Taking aluminium out of the comparison.** Elimination can be replaced by two reactions with the same overall result:

$$
\mathrm{Al{-}R + H_2 \rightarrow Al{-}H + RH},\qquad
\mathrm{RH \rightarrow alkene + H_2}.
$$

The first is hydrogenolysis, with energy $S$. The second is dehydrogenation of the alkane RH, with energy $E_\mathrm{dehyd}$. On adding them, H₂ and RH cancel and the elimination remains. Energy depends only on the initial and final states, so

$$
E_\mathrm{elim}=S+E_\mathrm{dehyd},\qquad
\delta E_\mathrm{elim}=\delta S+\delta E_\mathrm{dehyd}.
$$

Everything peculiar to aluminium, such as the strength of its bond to each alkyl group, is in $\delta S$. The alkenes are compared in $\delta E_\mathrm{dehyd}$. Dehydrogenation is hydrogenation reversed, so $\delta E_\mathrm{dehyd}$ measures the relative stability of the two alkenes, each compared with its own alkane: a more stable alkene gives out less energy when it takes up hydrogen.

**Removing the beta hydrogen first.** Let the alkane lose its two hydrogens one at a time. Breaking the beta C–H bond gives a radical, and removing an alpha hydrogen from that radical gives the alkene:

$$
D_\beta=E(\text{beta radical})+E(\mathrm H)-E(\mathrm{RH}),
$$
$$
P_\alpha=E(\text{alkene})+E(\mathrm H)-E(\text{beta radical}).
$$

The second step is much cheaper than the first, because the pi bond forms as the hydrogen leaves. In the sum the radical cancels:

$$
D_\beta+P_\alpha=E(\text{alkene})+2E(\mathrm H)-E(\mathrm{RH}).
$$

Dehydrogenation yields H₂ and not two free atoms. The energy released when the atoms join is $D(\mathrm{H_2})=2E(\mathrm H)-E(\mathrm{H_2})$. Subtracting it gives

$$
E_\mathrm{dehyd}=D_\beta+P_\alpha-D(\mathrm{H_2}).
$$

The last term is the same for both alkanes and drops out of the difference:

$$
\delta E_\mathrm{dehyd}=\delta D_\beta+\delta P_\alpha .
$$

This answers part of the question. The greater stability of the alkene, as measured by hydrogenation, already contains the weakness of the tertiary bond. Adding $\delta D_\beta$ to $\delta E_\mathrm{dehyd}$ would count $\delta D_\beta$ twice. The part of the alkene's advantage that the weak bond has not already supplied is $\delta P_\alpha$.

**Removing the alpha hydrogen first.** The order of removal was a choice. In the other order, the first step breaks the alpha C–H bond of the alkane, at cost $D_\alpha$, and the second removes the beta hydrogen from the alpha radical, at cost $P_\beta$. The same cancellation gives

$$
\delta E_\mathrm{dehyd}=\delta D_\alpha+\delta P_\beta .
$$

Now the first bond is primary in both alkanes, and $\delta D_\alpha$ should be small. Almost the whole difference must then appear in the second step, where the tertiary bond breaks and the pi bond forms together. This path does not separate the two causes. The sum is a property of the molecules, whereas the shares belong to the chosen path. "How much is due to the weak bond?" has a numerical answer only after the order has been stated.

## The formula for the rate

"More readily" refers to a rate, and a rate depends on the barrier. Let $x$ measure progress along the reaction, and let the change from ethyl to isobutyl be represented by adding a small energy $\lambda w(x)$ to a curve $E_0(x)$:

$$
E(x,\lambda)=E_0(x)+\lambda w(x).
$$

At a stationary point $x_s$, either the reactant minimum or the barrier top, the total derivative of the energy with respect to $\lambda$ is

$$
\frac{dE(x_s,\lambda)}{d\lambda}
=\frac{\partial E}{\partial x}\bigg|_{x_s}\frac{dx_s}{d\lambda}+w(x_s)=w(x_s).
$$

The first term vanishes because the slope is zero there: the point moves, but to first order its motion costs nothing. The barrier is the energy at the top, $x^\ddagger$, minus that at the reactant, $x_r$. Hence

$$
\delta E^\ddagger\approx\lambda\,[\,w(x^\ddagger)-w(x_r)\,].
$$

The barrier responds to what the substituents do at the top, where neither the C–H bond is fully broken nor the pi bond fully formed.

A model curve shows the size of the error. Take $E=A\sin^2\pi x+(E_p+\lambda)s(x)$ with $s=x^2(3-2x)$, $A=80$ kJ/mol and product energy $E_p=100$ kJ/mol. Its barrier is 137.2 kJ/mol, and at the top $s=0.644$. Lowering the product by 10 kJ/mol should lower the barrier by $10\times0.644=6.44$ kJ/mol. The maximum found numerically falls by 6.37 kJ/mol. In this model the barrier feels about two thirds of the change in the product. That fraction belongs to the chosen curve and need not apply to aluminium alkyls.

Next come the numbers of hydrogens. Triethylaluminium has $3\times3=9$ beta hydrogens and triisobutylaluminium has $3\times1=3$. If each hydrogen offers an equivalent route with prefactor $A_0$, the rate constant of a molecule with $n$ of them is $k=nA_0\exp(-E^\ddagger/RT)$. With the same $A_0$ for both compounds,

$$
\frac{k_\mathrm{iBu}}{k_\mathrm{Et}}=\frac{3}{9}\exp\!\left(-\frac{\delta E^\ddagger}{RT}\right).
$$

Counting favours ethyl threefold. Isobutyl is faster when the exponential exceeds 3, that is, when

$$
-\delta E^\ddagger>RT\ln3 .
$$

## The numbers for the energy

The molecules were computed by second-order perturbation theory (MP2) with the 6-31G* basis and frozen core electrons. H₂Al–R stands for the trialkyl, so the crowding caused by the other two alkyl groups is absent. Bond lengths and angles were set to standard values and not relaxed, so errors of several kJ/mol in the differences must be expected. Energies in kJ/mol are given below. Each $\delta$, here and later, was formed before rounding and may differ by 0.1 from the difference of the printed columns.

| Quantity | Ethyl | Isobutyl | $\delta$ |
|---|---:|---:|---:|
| $D_\beta$ | 423.0 | 403.5 | −19.4 |
| $P_\alpha$ | 137.4 | 135.1 | −2.3 |
| $D_\alpha$ | 423.0 | 427.0 | +4.0 |
| $P_\beta$ | 137.4 | 111.7 | −25.7 |
| $E_\mathrm{dehyd}$ | 172.9 | 151.2 | −21.7 |
| $S$ | −40.2 | −37.2 | +3.0 |
| $E_\mathrm{elim}$ | 132.7 | 114.0 | −18.7 |

With the beta hydrogen removed first,

$$
\delta E_\mathrm{dehyd}=-19.4-2.3=-21.7\ \text{kJ/mol}.
$$

The weaker bond supplies $19.4/21.7$, or about nine tenths, of the alkene's advantage. Once the tertiary radical has been made, completing the double bond costs nearly the same as in the ethyl case. Relative to their alkanes, the methyl groups stabilise the radical and the alkene by similar amounts. The remaining −2.3 kJ/mol is smaller than the geometry error, so even its sign is uncertain.

With the alpha hydrogen removed first,

$$
\delta E_\mathrm{dehyd}=+4.0-25.7=-21.7\ \text{kJ/mol}.
$$

The total is unchanged, but the first bond now supplies none of the advantage. The +4.0 kJ/mol is no larger than the expected geometry error, so it should not be read as a real strengthening of the primary bond.

The nine-tenths share also depends on the shape assumed for the tertiary radical. Two trial shapes were computed, one flat at the central carbon and one slightly pyramidal. The pyramidal one was lower by 7.5 kJ/mol and was used. With the flat one, the shares would have been $-19.4+7.5=-11.9$ and $-2.3-7.5=-9.8$ kJ/mol, nearly equal, with the same sum. The radical is an intermediate of the bookkeeping and not of the reaction, so an error in its energy moves the boundary between the shares and leaves the total alone. Within this path, the weak bond is the larger part for the shape of lower energy, but "nine tenths" is not a precise figure.

Adding aluminium gives

$$
\delta E_\mathrm{elim}=-21.7+3.0=-18.7\ \text{kJ/mol}.
$$

Most of the hydrocarbon difference survives. This number also has a direct chemical meaning. Subtracting the ethyl elimination from the isobutyl one gives the exchange

$$
\mathrm{H_2Al{-}}i\mathrm{Bu}+\mathrm{C_2H_4}\rightarrow\mathrm{H_2Al{-}Et}+i\mathrm{\text{-}C_4H_8},
$$

whose energy is −18.7 kJ/mol: ethene displaces isobutene from aluminium downhill in energy. Had the weak bond and the stable alkene been added as independent causes, the hydrocarbon part would have come to $-19.4-21.7=-41.1$ kJ/mol, almost twice its true value.

The differences deserve more trust than the separate columns. The ethyl column implies $D(\mathrm{H_2})=423.0+137.4-172.9=387.5$ kJ/mol, well below the true electronic value of roughly 460 kJ/mol. Most of the shortfall comes from the small basis and the rest from MP2, which recovers only part of the correlation energy of H₂. Both errors in H₂ cancel in every $\delta$. The treatment of electron correlation matters more: Hartree–Fock theory, which omits it, gives −24.8 kJ/mol for $\delta E_\mathrm{elim}$. The sign is the same, and the size changes by 6 kJ/mol. The basis matters less in the one comparison made. Adding p functions to the hydrogens (6-31G**) changes $\delta E_\mathrm{elim}$ from −18.7 to −17.7 kJ/mol. For the later of the two rings below, it changes the difference from −26.7 to −27.2 kJ/mol and raises both heights by about 3 kJ/mol. The earlier ring was not recomputed and no still larger basis was tried, so the tenths in the tables are not significant.

## The numbers for the rate

To approach the barrier, both alkyls were placed in the same four-centre ring, once at an earlier and once at a later stage of hydrogen transfer. The earlier ring has C–C, Al–C, C–H and Al–H distances of 1.43, 2.08, 1.55 and 1.70 Å. The later one has 1.40, 2.15, 1.75 and 1.69 Å. Neither is a located barrier top. The methyl groups of the isobutyl rings were given the better of two trial orientations. These two differ by 34 kJ/mol in the earlier ring and by 26 kJ/mol in the later one in a minimal-basis Hartree–Fock calculation, so full relaxation could change the differences noticeably. The heights above the reactant, in kJ/mol, are:

| Ring | Ethyl | Isobutyl | $\delta$ |
|---|---:|---:|---:|
| Earlier | 149.0 | 131.0 | −18.0 |
| Later | 152.7 | 125.9 | −26.7 |

Isobutyl is favoured in both. At 500 K, $RT=4.157$ kJ/mol, so the advantage needed to overcome the count of hydrogens is $4.157\times\ln3=4.57$ kJ/mol. Both differences exceed it. For the earlier ring,

$$
\frac{k_\mathrm{iBu}}{k_\mathrm{Et}}\approx\frac13\exp\!\left(\frac{18.0}{4.157}\right)\approx\frac{75}{3}=25,
$$

and for the later ring the ratio is $623/3\approx208$. Both exponentials were evaluated with unrounded energies. These two structures thus give a factor of tens to hundreds, which is not a bound on the true ratio. An error of 5 kJ/mol in $\delta E^\ddagger$ alone changes the ratio by $\exp(5/4.157)\approx3.3$, so no finer statement is justified.

The later ring shows something that the simple picture of a barrier feeling a fraction of the product's advantage does not allow, if the product is taken to be the separated molecules. Its difference, −26.7 kJ/mol, is larger than that of the complete reaction, −18.7 kJ/mol. The methyl groups seem to help more in the ring than in the separated products. The charge on the moving hydrogen suggests a reason. By Mulliken's division of the electrons, in the ethyl compound it is +0.17 e in the reactant, −0.14 e in the earlier ring and −0.21 e in the later one; the isobutyl values are within 0.02 e of these. By this measure the hydrogen moves as a partial hydride and takes electron density with it. The size of these charges depends on basis and scheme: with 6-31G** the ethyl values for the reactant and the later ring become +0.12 and −0.23 e by Mulliken's division, and +0.06 and −0.08 e by Löwdin's. By Löwdin's division, computed with 6-31G**, the group left behind (the beta carbon with its two substituents X) is nearly neutral in the reactant and carries about +0.3 e in the later ring, for both alkyls. Methyl groups may stabilise such a partly positive carbon more strongly than they stabilise a neutral radical or alkene. This remains a conjecture, since charges do not measure stabilisation energies and the unrelaxed geometries may also contribute. The ring can also lead first to an adduct in which the alkene is still bound to aluminium through its pi bond. That adduct was not computed; if isobutene binds more strongly than ethene, the product difference along the path is larger than 18.7 kJ/mol in size, and the simple picture may hold after all.

The heights also change in opposite directions. From the earlier to the later ring the ethyl energy rises by 3.7 kJ/mol, while the isobutyl energy falls by 5.1 kJ/mol. This would fit an earlier barrier top for isobutyl, but two unrelaxed structures cannot establish it. It does show the limit of using a common ring. In the notation above, the difference at a common $x$ is $\lambda[w(x)-w(x_r)]$, which in general changes in first order with $x$. It can be relied on as an estimate of $\delta E^\ddagger$ only if the ring lies close to the barrier top.

## Temperature, dimers and the real process

If $\delta E^\ddagger$ is constant, heating reduces the advantage of isobutyl. The two rates become equal at

$$
T^*=\frac{-\delta E^\ddagger}{R\ln3}.
$$

Since $RT\ln3$ is 4.57 kJ/mol at 500 K, the smaller difference gives $T^*=500\times18.0/4.57\approx2000$ K. Above that temperature the formula would favour ethyl, with a limiting ratio of 1/3. Such temperatures lie far outside the use of these compounds, so within this formula the energy term decides the order at practical temperatures.

On cooling, another effect enters. Triethylaluminium forms dimers in which alkyl groups bridge two metal atoms and fill the empty orbitals that elimination needs. Let $s$ be the fraction of aluminium present as monomer, and $N$ the pressure that would result if all of it were monomer. The partial pressures are $sN$ for monomer and $(1-s)N/2$ for dimer, and the total is $p=N(1+s)/2$. The dissociation constant, expressed as a pressure, is then

$$
K=\frac{(sN)^2}{(1-s)N/2}=\frac{2s^2N}{1-s}=\frac{4s^2p}{1-s^2},
$$

where the last step uses $N=2p/(1+s)$. Solving for $s$ gives

$$
s=\sqrt{\frac{K}{K+4p}} .
$$

When $p\ll K/4$ nearly all is monomer. When $p\gg K/4$ the monomer share falls as $p^{-1/2}$. With a rough dissociation enthalpy of 70 kJ/mol and entropy of 150 J/(mol K), the formula gives a share at 1 Torr of 0.09 at 300 K and 0.999 at 500 K. The first figure is only formal, because triethylaluminium vapour at 300 K condenses above a few hundredths of a Torr. Between 0.02 and 0.05 Torr the formula gives a share falling from 0.54 to 0.38. If only monomers react, dimerisation therefore slows the cool vapour by a factor of about two to three and hardly affects the hot vapour. Bulky isobutyl groups bridge less well, so triisobutylaluminium is less hindered in this way.

The conditions used here, 500 K and 1 Torr, are roughly those of aluminium deposition from triisobutylaluminium vapour. There, much of the elimination takes place on the growing metal surface, where the alkyl is bound to several atoms. The calculation does not cover this case, and the estimated ratio should not be carried over to a film growth rate. For the gas, the main omissions are crowding by the other alkyl groups, zero-point energy and unequal activation entropies. An entropy difference of 10 J/(mol K), taken as an illustration, would change the ratio by $\exp(10/8.314)\approx3.3$ in either direction. Tunnelling matters less: for a rough barrier frequency of 1000 cm⁻¹, Wigner's leading-order correction at 500 K is 1.35 (the full result for a parabolic barrier is 1.45), and it cancels if the two frequencies are equal.

On this estimate, triisobutylaluminium loses alkene more readily because two methyl groups on the beta carbon lower the energy of the four-centre ring by more than the smaller number of hydrogens costs. The weak tertiary bond and the stable alkene are two overlapping measures of what those methyl groups do. If the beta hydrogen is counted first, the weak bond accounts for the larger part of the alkene's advantage, and the remainder is too small for this calculation to fix its size or sign. The main energies behind these statements are collected in the numerical output.

## Calculated quantities

```
Energies: MP2/6-31G*, kJ/mol, electronic; ethyl, isobutyl, delta
beta C-H bond D_beta: 423.0, 403.5, -19.4
second H, P_alpha: 137.4, 135.1, -2.3
alpha C-H bond D_alpha: 423.0, 427.0, 4.0
second H, P_beta: 137.4, 111.7, -25.7
dehydrogenation: 172.9, 151.2, -21.7
hydrogenolysis of Al-C: -40.2, -37.2, 3.0
elimination: 132.7, 114.0, -18.7
HF delta D_beta: -20.5 kJ/mol
HF delta dehydrogenation: -22.6 kJ/mol
HF delta elimination: -24.8 kJ/mol
tert-butyl, pyramidal minus planar: -7.5 kJ/mol
isobutylalane, beta H gauche minus anti: -0.9 kJ/mol
temperature: 500 K; RT = 4.157 kJ/mol
advantage needed to offset 3:1 count: 4.57 kJ/mol
earlier core C-C, Al-C, C-H, Al-H: 1.43, 2.08, 1.55, 1.70 angstrom
  energy above reactant, ethyl, isobutyl, delta: 149.0, 131.0, -18.0 kJ/mol
  HF delta: -17.8 kJ/mol
  moving H charge, ethyl, isobutyl: -0.14, -0.16 e
  rate ratio iBu/Et per beta H: 75; per molecule: 25
later core C-C, Al-C, C-H, Al-H: 1.40, 2.15, 1.75, 1.69 angstrom
  energy above reactant, ethyl, isobutyl, delta: 152.7, 125.9, -26.7 kJ/mol
  HF delta: -28.2 kJ/mol
  moving H charge, ethyl, isobutyl: -0.21, -0.23 e
  rate ratio iBu/Et per beta H: 623; per molecule: 208
beta H charge in reactant, ethyl, isobutyl: 0.17, 0.16 e
model curve: barrier 137.2 kJ/mol, product 100 kJ/mol, fraction felt 0.644
model product -10 kJ/mol: barrier -6.368, first order -6.442 kJ/mol
rough dimer dissociation: 70 kJ/mol, 150 J/(mol K)
triethylaluminium monomer share, 300 K, 1 Torr: 0.091
triethylaluminium monomer share, 500 K, 1 Torr: 0.999
Wigner tunnelling factor, rough 1000 cm^-1, 500 K: 1.35
density-fitting error, ethyl radical: 0.163 kJ/mol
```
